# Jacobi-Sweep Orbital Localization: Pair Angles, Operation Counts and Saddle Points: verification in Python

```python
"""
Jacobi-sweep orbital localization (Foster-Boys and Pipek-Mezey).

Result under test: for L = sum_a sum_i (A^a_ii)^2 the best rotation of orbitals i, j
    i' = cos(t) i + sin(t) j,   j' = cos(t) j - sin(t) i
has t = atan2(R, P)/4 and raises L by sqrt(P^2 + R^2) - P, where
    P = sum_a [(A_ii - A_jj)^2/4 - A_ij^2],   R = sum_a (A_ii - A_jj) A_ij.
A^a: dipole matrices x, y, z (Boys) or atomic population matrices (Pipek-Mezey).
Pairwise convergence does not exclude a saddle; the full Hessian of L in the
orbital rotations detects it. Also tested: arithmetic operations per sweep.
Symbols: n orbitals, N basis functions, m matrices (= atoms in Pipek-Mezey),
mu = s-p dipole element, eps = trigonal p-p dipole element.
"""
import math
from fractions import Fraction
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf

rng = np.random.default_rng(7)


def pair_terms(first, second, mixed):
    """P and R from the diagonal elements of two orbitals and their coupling."""
    dd = oo = do = 0.0
    for f, g, o in zip(first, second, mixed):
        d = f - g
        dd = dd + d * d
        oo = oo + o * o
        do = do + d * o
    return 0.25 * dd - oo, do


def best_angle(P, R):
    """Optimal angle and gain; a flat pair is left alone."""
    P, R = float(P), float(R)
    size = math.hypot(P, R)
    if size < 1e-13:
        return 0.0, 0.0
    gain = R * R / (size + P) if P > 0 else size - P
    return 0.25 * math.atan2(R, P), gain


def rotate_columns(X, i, j, c, s):
    xi, xj = X[:, i].copy(), X[:, j].copy()
    X[:, i] = c * xi + s * xj
    X[:, j] = c * xj - s * xi


def stored_sweep(A, X):
    """One sweep with all matrices A^a kept and updated, in place."""
    n, total = A.shape[1], 0.0
    for i in range(n):
        for j in range(i + 1, n):
            P, R = pair_terms(A[:, i, i], A[:, j, j], A[:, i, j])
            angle, gain = best_angle(P, R)
            c, s = math.cos(angle), math.sin(angle)
            for matrix in A:
                rotate_columns(matrix, i, j, c, s)
                rotate_columns(matrix.T, i, j, c, s)
            rotate_columns(X, i, j, c, s)
            total += gain
    return total


def factored_sweep(X, atom_of, m):
    """One Pipek-Mezey sweep with Loewdin populations formed on the fly."""
    n = X.shape[1]
    for i in range(n):
        for j in range(i + 1, n):
            qi, qj, qij = [0.0] * m, [0.0] * m, [0.0] * m
            for row, a in enumerate(atom_of):
                x, y = X[row, i], X[row, j]
                qi[a] = qi[a] + x * x
                qj[a] = qj[a] + y * y
                qij[a] = qij[a] + x * y
            angle, _ = best_angle(*pair_terms(qi, qj, qij))
            rotate_columns(X, i, j, math.cos(angle), math.sin(angle))


def value(A):
    return float(np.sum(np.einsum('aii->ai', A) ** 2))


def transform(A, U):
    return U.T @ A @ U


def localize(A, X, tol=1e-18, max_sweeps=2000):
    A, X, history = A.copy(), X.copy(), [value(A)]
    for _ in range(max_sweeps):
        gain = stored_sweep(A, X)
        history.append(value(A))
        if gain < tol:
            return A, X, history
    raise RuntimeError("sweeps did not converge")


def pairs_of(n):
    return [(i, j) for i in range(n) for j in range(i + 1, n)]


def generator(kappa, n):
    K = np.zeros((n, n))
    for k, (i, j) in zip(kappa, pairs_of(n)):
        K[j, i], K[i, j] = k, -k
    return K


def hessian(A):
    """Analytic second derivatives of L in the pair rotations."""
    n = A.shape[1]
    index = {p: k for k, p in enumerate(pairs_of(n))}
    H = np.zeros((len(index), len(index)))
    for i in range(n):
        for k in range(n):
            for l in range(n):
                if i in (k, l):
                    continue
                M = np.sum(4 * A[:, i, k] * A[:, i, l]
                           + (2 * A[:, i, i] - A[:, k, k] - A[:, l, l]) * A[:, k, l])
                sign = (1 if i < k else -1) * (1 if i < l else -1)
                H[index[min(i, k), max(i, k)], index[min(i, l), max(i, l)]] += 2 * sign * M
    return H


def localize_checked(A, X, tol=1e-18):
    """Sweep, test the Hessian, leave saddles along the unstable mode, repeat."""
    for escapes in range(20):
        A, X, history = localize(A, X, tol)
        w, V = np.linalg.eigh(hessian(A))
        if w[-1] < 1e-6:
            return A, X, escapes, w
        K = generator(V[:, -1], A.shape[1])
        steps = np.linspace(-math.pi, math.pi, 121)
        best = max(steps, key=lambda t: value(transform(A, expm(t * K))))
        U = expm(best * K)
        A, X = transform(A, U), X @ U
    raise RuntimeError("no maximum found")


def random_rotation(n):
    Q, T = np.linalg.qr(rng.normal(size=(n, n)))
    return Q * np.sign(np.diag(T))


# ---- oxygen atom: spherically averaged UHF, valence majority-spin orbitals ----
mol = gto.M(atom='O 0 0 0', basis='cc-pvtz', spin=2, verbose=0)
mf = scf.UHF(mol)


def averaged_occupation(mo_energy=None, mo_coeff=None):
    occ = np.zeros((2, mol.nao))
    occ[0, :5] = 1.0
    occ[1, :2] = 1.0
    occ[1, 2:5] = 1.0 / 3.0
    return occ


mf.get_occ = averaged_occupation
mf.conv_tol = 1e-11
half = np.asarray(scf.hf.init_guess_by_minao(mol)) / 2
mf.kernel(dm0=np.array([half, half]))
assert mf.converged
C_oxygen = np.array(mf.mo_coeff[0][:, 1:5])
r_ao, r2_ao = mol.intor('int1e_r'), mol.intor('int1e_r2')
A_oxygen = np.array([C_oxygen.T @ r @ C_oxygen for r in r_ao])


def spreads(C):
    r2 = np.einsum('pi,pq,qi->i', C, r2_ao, C)
    r1 = np.einsum('pi,apq,qi->ai', C, r_ao, C)
    return r2 - np.sum(r1 ** 2, axis=0)


# ---- Pipek-Mezey model: alternating chain with overlap, one function per atom ----
sites, filled = 8, 4
strong, weak, overlap_factor = 1.0, 0.6, 0.2
bonds = np.zeros((sites, sites))
for k in range(sites - 1):
    bonds[k, k + 1] = bonds[k + 1, k] = strong if k % 2 == 0 else weak
S = np.eye(sites) + overlap_factor * bonds
C_chain = eigh(-bonds, S)[1][:, :filled]


def population_functional(C):
    return float(np.sum((C * (S @ C)) ** 2))


def population_matrices(C):
    SC = S @ C
    return np.array([0.5 * (np.outer(C[a], SC[a]) + np.outer(SC[a], C[a]))
                     for a in range(sites)])


# ---- angle, gain and Hessian against the defining functionals ----
C_boys = C_oxygen @ random_rotation(4)
C_pm = C_chain @ random_rotation(4)
cases = [
    (lambda C: -float(np.sum(spreads(C))), C_boys,
     np.array([C_boys.T @ r @ C_boys for r in r_ao])),
    (population_functional, C_pm, population_matrices(C_pm))]
angle_errors, hessian_errors = [], []
for functional, C, A in cases:
    worst = 0.0
    for i, j in pairs_of(4):
        def rotated(t):
            D = C.copy()
            rotate_columns(D, i, j, math.cos(t), math.sin(t))
            return functional(D)
        grid = np.linspace(-math.pi / 4, math.pi / 4, 181)
        t0 = max(grid, key=rotated)
        found = minimize_scalar(lambda t: -rotated(t), bounds=(t0 - 0.02, t0 + 0.02),
                                method='bounded', options={'xatol': 1e-10})
        angle, gain = best_angle(*pair_terms(A[:, i, i], A[:, j, j], A[:, i, j]))
        difference = (found.x - angle + math.pi / 4) % (math.pi / 2) - math.pi / 4
        worst = max(worst, abs(difference))
        assert abs(-found.fun - functional(C) - gain) < 1e-9
    assert worst < 1e-5
    angle_errors.append(worst)
    h, numeric = 2e-4, np.zeros((6, 6))
    unit = np.eye(6) * h
    for p in range(6):
        for q in range(6):
            numeric[p, q] = sum(
                a * b * functional(C @ expm(generator(a * unit[p] + b * unit[q], 4)))
                for a in (1, -1) for b in (1, -1)) / (4 * h * h)
    error = np.max(np.abs(numeric - hessian(A)))
    assert error < 1e-4      # truncation of order h^2 and rounding divided by h^2
    hessian_errors.append(error)
print(f"largest angle error, Boys / Pipek-Mezey: {angle_errors[0]:.1e} / {angle_errors[1]:.1e} rad")
print(f"largest Hessian error, Boys (bohr^2) / Pipek-Mezey: "
      f"{hessian_errors[0]:.1e} / {hessian_errors[1]:.1e}")

# ---- oxygen results ----
mu = math.sqrt(np.sum(A_oxygen[:, 0, 1:] ** 2) / 3)
P0, R0 = pair_terms(A_oxygen[:, 0, 0], A_oxygen[:, 1, 1], A_oxygen[:, 0, 1])
angle0, gain0 = best_angle(P0, R0)
assert abs(0.25 * math.atan(R0 / P0)) < 1e-7 and abs(abs(angle0) - math.pi / 4) < 1e-7
assert abs(P0 + mu ** 2) < 1e-7 and abs(gain0 - 2 * mu ** 2) < 1e-7
gradient0 = max(abs(4 * pair_terms(A_oxygen[:, i, i], A_oxygen[:, j, j],
                                   A_oxygen[:, i, j])[1]) for i, j in pairs_of(4))
assert gradient0 < 1e-7
A_loc, C_loc, history = localize(A_oxygen, C_oxygen)
weights = [Fraction(1), Fraction(0), Fraction(0), Fraction(0)]
for i, j in pairs_of(4):
    weights[i] = weights[j] = (weights[i] + weights[j]) / 2
predicted = 4 * (1 - sum(q * q for q in weights))
assert abs(history[1] / mu ** 2 - float(predicted)) < 1e-6
assert abs(history[-1] - 3 * mu ** 2) < 1e-7
s_weights = (C_oxygen[:, 0] @ mol.intor('int1e_ovlp') @ C_loc) ** 2
assert np.allclose(s_weights, 0.25, atol=1e-6)
w_start = np.linalg.eigvalsh(hessian(A_oxygen))
w_end = np.linalg.eigvalsh(hessian(A_loc))
assert np.allclose(w_start, mu ** 2 * np.array([0, 0, 0, 16, 16, 16]), atol=1e-5)
assert np.allclose(w_end, mu ** 2 * np.array([-8, -8, -8, 0, 0, 0]), atol=1e-5)
centres = np.einsum('aii->ia', A_loc)
distance = np.linalg.norm(centres[0])
cosine = centres[0] @ centres[1] / distance / np.linalg.norm(centres[1])
assert abs(cosine + 1 / 3) < 1e-5 and abs(distance - math.sqrt(3) / 2 * mu) < 1e-6
before, after = np.sum(spreads(C_oxygen)), np.sum(spreads(C_loc))
assert abs(before - after - (history[-1] - history[0])) < 1e-8
angstrom = physical_constants['Bohr radius'][0] * 1e10
print(f"O atom: s-p dipole mu = {mu:.5f} bohr, mu^2 = {mu**2:.5f} bohr^2")
print(f"O canonical: L = {history[0]:.1e} bohr^2, largest gradient = {gradient0:.1e} bohr^2")
print(f"O first pair: P = {P0:.5f} bohr^2, |angle| = {abs(math.degrees(angle0)):.3f} deg, "
      f"gain = {gain0:.5f} bohr^2")
print("O s weights after sweep 1 (averaging rule): " + ", ".join(map(str, weights)))
for k in (1, 2, 3, 4):
    print(f"O after sweep {k}: L/mu^2 = {history[k] / mu**2:.8f}")
print(f"O converged: sweeps = {len(history) - 1}, L = {history[-1]:.5f} bohr^2")
print(f"O summed spread before / after: {before:.5f} / {after:.5f} bohr^2")
print(f"O hybrid centroid distance: {distance:.5f} bohr = {distance * angstrom:.5f} angstrom")
print(f"O angle between centroids: {math.degrees(math.acos(cosine)):.3f} deg")
print("O Hessian/mu^2 canonical: " + " ".join(f"{x:.3f}" for x in w_start / mu**2 + 0.0))
print("O Hessian/mu^2 localized: " + " ".join(f"{x:.3f}" for x in w_end / mu**2 + 0.0))


# ---- trigonal model: a saddle that is stable against every single pair rotation ----
def trigonal(mu_model, eps):
    x = [[0, mu_model, 0], [mu_model, eps, 0], [0, 0, -eps]]
    y = [[0, 0, mu_model], [0, 0, -eps], [mu_model, -eps, 0]]
    return np.array([x, y], dtype=float)


azimuth = math.pi + 2 * math.pi * np.arange(3) / 3
wrong_way = np.array([np.full(3, 1 / math.sqrt(3)), math.sqrt(2 / 3) * np.cos(azimuth),
                      math.sqrt(2 / 3) * np.sin(azimuth)])


def symmetric_P(eps):
    A = transform(trigonal(1.0, eps), wrong_way)
    return pair_terms(A[:, 0, 0], A[:, 1, 1], A[:, 0, 1])[0]


mu1, eps1 = 1.0, 0.2
A_model = trigonal(mu1, eps1)
A_saddle = transform(A_model, wrong_way)
L_saddle = 4 / 3 * (math.sqrt(2) * mu1 - eps1) ** 2
L_max = 4 / 3 * (math.sqrt(2) * mu1 + eps1) ** 2
assert abs(value(A_saddle) - L_saddle) < 1e-12
assert abs(value(transform(A_model, wrong_way * np.array([[1], [-1], [-1]]))) - L_max) < 1e-12
for i, j in pairs_of(3):
    P, R = pair_terms(A_saddle[:, i, i], A_saddle[:, j, j], A_saddle[:, i, j])
    assert P > 0.05 and abs(R) < 1e-12
w_saddle, V_saddle = np.linalg.eigh(hessian(A_saddle))
assert abs(w_saddle[-1] - 24 * math.sqrt(2) * mu1 * eps1) < 1e-10
limit = brentq(symmetric_P, 0.1, 0.5)
assert abs(limit - (3 * math.sqrt(6) - 5 * math.sqrt(2))) < 1e-10

# tangent-line bound: the largest single-orbital term at s weight q lies below its tangent
q = np.linspace(0, 1, 20001)


def orbital_bound(q):
    return (2 * mu1 * np.sqrt(q * (1 - q)) + eps1 * (1 - q)) ** 2


slope = (orbital_bound(1 / 3 + 1e-5) - orbital_bound(1 / 3 - 1e-5)) / 2e-5
assert np.all(orbital_bound(q) <= orbital_bound(1 / 3) + slope * (q - 1 / 3) + 1e-8)

kick = 1e-6
A_near = transform(A_saddle, expm(kick * generator(V_saddle[:, -1], 3)))
A_loose, _, loose = localize(A_near, np.eye(3), tol=1e-8)
assert abs(loose[-1] - L_saddle) < 1e-6
w_loose = np.linalg.eigvalsh(hessian(A_loose))
assert w_loose[-1] > 1.0
_, _, tight = localize(A_near, np.eye(3), tol=1e-18)
assert tight[-1] > L_saddle + 0.1
A_free, _, escapes, w_free = localize_checked(A_near, np.eye(3), tol=1e-8)
assert escapes >= 1 and abs(value(A_free) - L_max) < 1e-6 and w_free[-1] < 0
A_unstable = transform(trigonal(1.0, 0.3), wrong_way)
_, _, beyond = localize(A_unstable, np.eye(3))
assert symmetric_P(0.3) < 0 and beyond[-1] > beyond[0] + 1e-3
starts, reached, unstable = 100, 0, 0
for _ in range(starts):
    A_end, _, run = localize(transform(A_model, random_rotation(3)), np.eye(3))
    assert run[-1] < L_max + 1e-9
    reached += abs(run[-1] - L_max) < 1e-7
    unstable += np.linalg.eigvalsh(hessian(A_end))[-1] > 1e-6
print(f"trigonal model: mu = {mu1:.1f} bohr, eps = {eps1:.1f} bohr")
print(f"model L at saddle / global maximum: {L_saddle:.5f} / {L_max:.5f} bohr^2")
print(f"model pair P at saddle: {symmetric_P(eps1):.5f} bohr^2")
print("model Hessian at saddle: " + " ".join(f"{x:.4f}" for x in w_saddle) + " bohr^2")
print(f"model pair-stability limit eps/mu: {limit:.6f}")
print(f"start displaced by {kick:.0e} rad, stop at sweep gain 1e-8 bohr^2: "
      f"{len(loose) - 1} sweeps, L = {loose[-1]:.5f} bohr^2")
print(f"largest Hessian eigenvalue there: {w_loose[-1]:.4f} bohr^2")
print(f"same start, stop at 1e-18 bohr^2: {len(tight) - 1} sweeps, L = {tight[-1]:.5f} bohr^2")
print(f"with Hessian check: escapes = {escapes}, L = {value(A_free):.5f} bohr^2, "
      f"largest eigenvalue = {w_free[-1]:.4f} bohr^2")
print(f"eps = 0.3 bohr, symmetric start: P = {symmetric_P(0.3):.5f} bohr^2, "
      f"L = {beyond[0]:.5f} -> {beyond[-1]:.5f} bohr^2")
print(f"random starts: {starts}, at global maximum: {reached}, at unstable points: {unstable}")

# ---- Pipek-Mezey chain ----
A_chain = population_matrices(C_chain)
A_pm, C_local, pm_escapes, w_pm = localize_checked(A_chain, C_chain)
assert abs(value(A_pm) - population_functional(C_local)) < 1e-10
assert w_pm[-1] < 1e-6 and value(A_pm) > value(A_chain)
print(f"chain: sites = {sites}, orbitals = {filled}, couplings = {strong:.1f} / {weak:.1f}, "
      f"overlaps = {overlap_factor * strong:.2f} / {overlap_factor * weak:.2f}")
print(f"chain Pipek-Mezey L before / after: {value(A_chain):.5f} / {value(A_pm):.5f}")
print(f"chain escapes = {pm_escapes}, largest Hessian eigenvalue = {w_pm[-1]:.4f}")
for k, charges in enumerate((C_local * (S @ C_local)).T):
    top = np.argsort(-charges)[:2]
    print(f"chain orbital {k + 1}: two largest populations {charges[top[0]]:.4f}, "
          f"{charges[top[1]]:.4f} on sites {top[0] + 1}, {top[1] + 1}")


# ---- operation counts: numbers that record each addition and multiplication ----
class Counted(float):
    operations = 0


def recording(name):
    plain = getattr(float, name)

    def method(self, other):
        Counted.operations += 1
        return Counted(plain(self, other))
    return method


for name in ('__add__', '__radd__', '__sub__', '__rsub__', '__mul__', '__rmul__'):
    setattr(Counted, name, recording(name))
wrap = np.vectorize(Counted, otypes=[object])


def measure(action, *arguments):
    Counted.operations = 0
    action(*arguments)
    return Counted.operations


print("operations per sweep, N = 4n, atoms = n: Boys, PM stored, PM on the fly")
table = []
for n in (4, 8, 16):
    N, m = 4 * n, n
    atom_of = np.repeat(np.arange(m), 4)
    X = np.linalg.qr(rng.normal(size=(N, n)))[0]
    dipoles = rng.normal(size=(3, n, n))
    dipoles = dipoles + dipoles.transpose(0, 2, 1)
    charges = np.array([X[atom_of == a].T @ X[atom_of == a] for a in range(m)])
    X_stored, X_factored = wrap(X), wrap(X)
    counts = (measure(stored_sweep, wrap(dipoles), wrap(X)),
              measure(stored_sweep, wrap(charges), X_stored),
              measure(factored_sweep, X_factored, atom_of, m))
    pairs = n * (n - 1) // 2
    assert counts[0] == pairs * (3 * (12 * n + 7) + 2 + 6 * N)
    assert counts[1] == pairs * (m * (12 * n + 7) + 2 + 6 * N)
    assert counts[2] == pairs * (12 * N + 7 * m + 2)
    assert np.allclose(X_stored.astype(float), X_factored.astype(float), atol=1e-8)
    table.append(counts)
    print(f"n = {n}: {counts[0]}, {counts[1]}, {counts[2]} operations")
growth = [table[2][k] / table[1][k] for k in range(3)]
print("growth factor from n = 8 to 16: " + ", ".join(f"{g:.2f}" for g in growth))

print("success")
```

Printed output:

```
largest angle error, Boys / Pipek-Mezey: 2.0e-08 / 9.5e-09 rad
largest Hessian error, Boys (bohr^2) / Pipek-Mezey: 1.2e-06 / 5.8e-07
O atom: s-p dipole mu = 0.64433 bohr, mu^2 = 0.41516 bohr^2
O canonical: L = 3.5e-30 bohr^2, largest gradient = 1.8e-15 bohr^2
O first pair: P = -0.41516 bohr^2, |angle| = 45.000 deg, gain = 0.83031 bohr^2
O s weights after sweep 1 (averaging rule): 1/8, 1/4, 5/16, 5/16
O after sweep 1: L/mu^2 = 2.90625000
O after sweep 2: L/mu^2 = 2.99414062
O after sweep 3: L/mu^2 = 2.99963379
O after sweep 4: L/mu^2 = 2.99997711
O converged: sweeps = 16, L = 1.24547 bohr^2
O summed spread before / after: 6.81104 / 5.56558 bohr^2
O hybrid centroid distance: 0.55800 bohr = 0.29528 angstrom
O angle between centroids: 109.471 deg
O Hessian/mu^2 canonical: -0.000 -0.000 0.000 16.000 16.000 16.000
O Hessian/mu^2 localized: -8.000 -8.000 -8.000 -0.000 0.000 0.000
trigonal model: mu = 1.0 bohr, eps = 0.2 bohr
model L at saddle / global maximum: 1.96575 / 3.47425 bohr^2
model pair P at saddle: 0.12573 bohr^2
model Hessian at saddle: -6.4116 -6.4116 6.7882 bohr^2
model pair-stability limit eps/mu: 0.277401
start displaced by 1e-06 rad, stop at sweep gain 1e-8 bohr^2: 1 sweeps, L = 1.96575 bohr^2
largest Hessian eigenvalue there: 6.7882 bohr^2
same start, stop at 1e-18 bohr^2: 19 sweeps, L = 3.47425 bohr^2
with Hessian check: escapes = 1, L = 3.47425 bohr^2, largest eigenvalue = -6.7882 bohr^2
eps = 0.3 bohr, symmetric start: P = -0.03696 bohr^2, L = 1.65530 -> 3.91804 bohr^2
random starts: 100, at global maximum: 100, at unstable points: 0
chain: sites = 8, orbitals = 4, couplings = 1.0 / 0.6, overlaps = 0.20 / 0.12
chain Pipek-Mezey L before / after: 0.62313 / 1.86929
chain escapes = 0, largest Hessian eigenvalue = -2.9793
chain orbital 1: two largest populations 0.4885, 0.4884 on sites 7, 8
chain orbital 2: two largest populations 0.4885, 0.4884 on sites 2, 1
chain orbital 3: two largest populations 0.4779, 0.4779 on sites 4, 3
chain orbital 4: two largest populations 0.4779, 0.4779 on sites 5, 6
operations per sweep, N = 4n, atoms = n: Boys, PM stored, PM on the fly
n = 4: 1578, 1908, 1332 operations
n = 8: 14084, 28504, 12376 operations
n = 16: 117960, 428400, 105840 operations
growth factor from n = 8 to 16: 8.38, 15.03, 8.55
success
```
